# Nonlocal Heat Flux in Planar Gray Transport and Its Fourier Limit

## A temperature step

Let heat carriers, for instance phonons, move with one speed $v$ and one mean free path $\Lambda$ in an unbounded medium. At each scattering event a carrier is absorbed and re-emitted isotropically, with the equilibrium intensity of a local temperature $T_s$, the emission temperature. Suppose that external baths hold $T_s=\Delta T$ for $x<0$ and $T_s=0$ for $x>0$, measured from a common ambient temperature.

Let $\mu$ be the cosine of the angle between a carrier's velocity and the $x$ axis. Write the energy density per unit solid angle as $Cf(x,\mu)/4\pi$, where $C$ is the heat capacity per volume. Then $f$ is a temperature, equal to $T_s$ for carriers in equilibrium with the scatterers. Since $d\Omega=2\pi\,d\mu$, the flux is

$$q=\int v\mu\,\frac{Cf}{4\pi}\,d\Omega=\frac{Cv}{2}\int_{-1}^{1}\mu f\,d\mu. \tag{1}$$

At a plane $x>0$, a carrier moving left was emitted in the cold half, so $f=0$. A carrier moving right came from the hot half if it has flown the slanted distance $x/\mu$ without scattering, which has probability $e^{-x/(\Lambda\mu)}$. Hence $f=\Delta T\,e^{-x/(\Lambda\mu)}$ and

$$q(x)=\frac{Cv\,\Delta T}{2}\int_0^1\mu\,e^{-x/(\Lambda\mu)}d\mu=\frac{Cv\,\Delta T}{2}\,E_3\!\left(\frac{x}{\Lambda}\right). \tag{2}$$

The exponential integrals are, for $n\ge1$,

$$E_n(z)=\int_0^1\mu^{n-2}e^{-z/\mu}\,d\mu . \tag{3}$$

For $x<0$ the right-movers have $f=\Delta T$ and the left-movers $f=\Delta T(1-e^{-|x|/(\Lambda|\mu|)})$. Their difference gives (2) again, with $|x|$ for $x$.

Fourier's law would give an infinite flux at the step and none elsewhere. Transport gives a finite flux, spread over a few mean free paths. At the step $E_3(0)=\int_0^1\mu\,d\mu=1/2$, so

$$q(0)=\tfrac14Cv\,\Delta T. \tag{4}$$

A smooth profile is a sum of small steps $dT_s=T_s'(x')\,dx'$. A rise towards larger $x$ drives heat towards smaller $x$, which supplies a minus sign. Superposing (2) suggests

$$q(x)=-\frac{Cv}{2}\int_{-\infty}^{\infty}E_3\!\left(\frac{|x-x'|}{\Lambda}\right)T_s'(x')\,dx'. \tag{5}$$

## Derivation from the transport equation

Take $C$, $v$ and $\Lambda$ constant, which requires small temperature differences. In the steady state, the change of $f$ along a ray balances relaxation towards $T_s$:

$$\Lambda\mu\,\frac{\partial f}{\partial x}=T_s(x)-f(x,\mu). \tag{6}$$

Assume that $T_s$ and $f$ grow no faster than a power of $|x|$. A linear temperature is then admitted.

For $\mu>0$, multiply (6) by $e^{x/(\Lambda\mu)}/(\Lambda\mu)$. The terms in $f$ combine into the derivative of $f e^{x/(\Lambda\mu)}$. Integrate from $-\infty$, where this product vanishes by the growth condition:

$$f(x,\mu)=\int_{-\infty}^{x}\frac{T_s(x')}{\Lambda\mu}\,e^{-(x-x')/(\Lambda\mu)}dx'. \tag{7}$$

The condition has removed the homogeneous solution $e^{-x/(\Lambda\mu)}$, which grows exponentially upstream and would represent carriers injected at infinity.

In (7), $e^{-(x-x')/(\Lambda\mu)}/(\Lambda\mu)$ is the $x'$-derivative of $e^{-(x-x')/(\Lambda\mu)}$. Integrating by parts, with no contribution from $-\infty$, gives

$$f(x,\mu)=T_s(x)-\int_{-\infty}^{x}T_s'(x')e^{-(x-x')/(\Lambda\mu)}dx'. \tag{8}$$

For leftward carriers put $\mu=-m$ with $m>0$. Their upstream side is $+\infty$, and the same integration gives

$$f(x,-m)=\int_x^\infty\frac{T_s(x')}{\Lambda m}e^{-(x'-x)/(\Lambda m)}dx'. \tag{9}$$

Now the $x'$-derivative of the exponential is $-e^{-(x'-x)/(\Lambda m)}/(\Lambda m)$, so the integral term changes sign:

$$f(x,-m)=T_s(x)+\int_x^\infty T_s'(x')e^{-(x'-x)/(\Lambda m)}dx'. \tag{10}$$

Equation (1) can be written $q=(Cv/2)\int_0^1m\,[f(x,m)-f(x,-m)]\,dm$. The local terms $T_s(x)$ cancel, and both integrals enter with a minus sign:

$$q=-\frac{Cv}{2}\int_{-\infty}^{\infty}T_s'(x')\left[\int_0^1m\,e^{-|x-x'|/(\Lambda m)}dm\right]dx'.$$

By (3) the bracket is $E_3(|x-x'|/\Lambda)$, which proves (5).

This result was tested against a finite-difference solution of (6) along 40 directions in each half-range. With $z=x/\Lambda$, the profile was

$$T_s=0.2z-\tfrac12\,\mathrm{erf}\!\left(\frac{z}{0.4\sqrt2}\right)+0.3\,e^{-(z-1)^2/(2\times0.7^2)}.$$

At six points the two fluxes differed by at most $2.3\times10^{-7}$, in units of $Cv$ times the temperature unit.

## Total weight and range of the kernel

In a uniform gradient $T_s'$ leaves the integral (5), and the total weight remains. Exchanging the order of integration,

$$\int_0^\infty E_3(z)\,dz=\int_0^1\mu\left[\int_0^\infty e^{-z/\mu}dz\right]d\mu=\int_0^1\mu^2d\mu=\frac13. \tag{11}$$

Counting both sides of $x$, with $ds=\Lambda\,dz$,

$$\frac{Cv}{2}\int_{-\infty}^{\infty}E_3\!\left(\frac{|s|}{\Lambda}\right)ds=\frac{Cv}{2}\cdot\frac{2\Lambda}{3}=\frac{Cv\Lambda}{3}=k. \tag{12}$$

Thus $q=-kT_s'$ holds for a uniform gradient, whatever the size of $\Lambda$. In this model a departure from Fourier's law requires the gradient to vary within the range of the kernel. A variation that is odd about $x$, such as a linear one, still cancels because the kernel is even.

Integrating (3) from $a/\Lambda$ to infinity gives $E_4(a/\Lambda)$. The share of weight farther than $a$ from the observation plane is therefore $2E_4/(2/3)=3E_4(a/\Lambda)$. It is 25.8% at one mean free path and 2.3% at three.

The mean square range follows in the same way. Since $\int_0^\infty z^2e^{-z/\mu}dz=2\mu^3$,

$$\langle s^2\rangle=\Lambda^2\,\frac{\int_0^1 2\mu^4d\mu}{1/3}=\frac{2/5}{1/3}\Lambda^2=\frac65\Lambda^2, \tag{13}$$

a root-mean-square range of $1.095\Lambda$. For a slowly varying profile, expand $T_s'(x+s)$ in $s$. The odd term vanishes because the kernel is even, and the quadratic term has coefficient $\langle s^2\rangle/2$:

$$q=-k\left[T_s'+\tfrac35\Lambda^2T_s'''+\cdots\right]. \tag{14}$$

## Heat input and the meaning of temperature

Define the energy temperature $T_e$ as the carriers' energy density divided by $C$:

$$T_e=\frac12\int_{-1}^{1}f\,d\mu. \tag{15}$$

Average (6) over $\mu$. By (1), $\tfrac12\int\mu f\,d\mu=q/(Cv)$, so

$$\frac{\Lambda}{Cv}\frac{dq}{dx}=T_s-T_e. \tag{16}$$

If $Q=dq/dx$ is the heat supplied per volume,

$$T_s=T_e+\frac{\Lambda Q}{Cv}. \tag{17}$$

The temperature in the $E_3$ law is $T_s$. It coincides with $T_e$ where no heat is supplied or removed. In the opening example the cold half has $T_s=0$ but $T_e>0$, because hot carriers fly into it. The flux falls with distance there, and the bath removes the difference.

The same equations describe an explicit heat source with energy-conserving scattering. Scattering then relaxes $f$ towards $T_e$, and an isotropic source adds $Q/C$ to the rate of change of $f$:

$$v\mu\frac{\partial f}{\partial x}=\frac{v}{\Lambda}(T_e-f)+\frac{Q}{C}.$$

Multiplication by $\Lambda/v$ gives (6), with $T_s$ given by (17). Equation (5) therefore still holds, provided the source term is kept in $T_s$. Replacing $T_s'$ by $T_e'$ would omit the contribution of $Q'$.

To relate the two temperatures without $Q$, insert (7) and (9) into (15). The angular integral is now $\int_0^1 m^{-1}e^{-|x-x'|/(\Lambda m)}dm=E_1$, so

$$T_e(x)=\frac{1}{2\Lambda}\int_{-\infty}^{\infty}E_1\!\left(\frac{|x-x'|}{\Lambda}\right)T_s(x')\,dx'. \tag{18}$$

## Periodic profiles and the crossover

Let all quantities vary as $e^{i\kappa x}$, mark amplitudes with a hat, and set $y=\kappa\Lambda$. We need

$$\int_0^\infty e^{-z/\mu}\cos(yz)\,dz=\frac{\mu}{1+\mu^2y^2}. \tag{19}$$

Applied to (18), where the two sides cancel the factor $1/2$, this gives

$$\hat T_e=A\,\hat T_s,\qquad A(y)=\int_0^1\frac{d\mu}{1+\mu^2y^2}=\frac{\arctan y}{y}. \tag{20}$$

For (5), divide the kernel's transform by its value at $y=0$. By (11) this means multiplying the one-sided integral by 3:

$$h(y)=3\int_0^1\frac{\mu^2d\mu}{1+\mu^2y^2}
=\frac{3}{y^2}\int_0^1\left[1-\frac{1}{1+\mu^2y^2}\right]d\mu=\frac{3(1-A)}{y^2}. \tag{21}$$

The flux is then

$$\hat q=-k\,h\,i\kappa\hat T_s=-k\,\frac hA\,i\kappa\hat T_e. \tag{22}$$

A conductivity deduced from $T_s$ is reduced by $h$, and one deduced from $T_e$ by $h/A$.

For long waves, $A=1-y^2/3+y^4/5-\cdots$. Hence $h=1-3y^2/5+\cdots$, in agreement with (14). Division by $A$ adds $y^2/3$, so $h/A=1-4y^2/15+\cdots$. Both factors tend to one, so both descriptions recover $k$, but their first corrections differ.

For short waves $\arctan y\to\pi/2$, so $A\to\pi/(2y)$, $h\to3/y^2$ and $h/A\to6/(\pi y)$. The $T_e$ factor falls more slowly because the variation of $T_e$ is itself smoothed by free flight.

For $\Lambda=260$ nm the factors are:

| Period (nm) | $y$ | $h$ | $h/A$ |
|---:|---:|---:|---:|
| 10000 | 0.163 | 0.984 | 0.993 |
| 1000 | 1.63 | 0.421 | 0.674 |
| 100 | 16.3 | 0.010 | 0.110 |

Without heat input, (17) and (20) require $(1-A)\hat T_s=0$. Equation (20) shows that $A<1$ for every real $y\ne0$, so the transform can be nonzero only at $y=0$. There $1-A$ has a double zero, which permits a constant and a linear temperature and no higher power. A steady, source-free profile in the infinite medium is thus linear, and a varying gradient needs $Q\ne0$.

## Temperature produced by prescribed heating

When $Q$ is given, (17) and (20) yield

$$\hat T_s=\frac{\Lambda\hat Q}{Cv}\frac{1}{1-A},\qquad
\hat T_e=\frac{\Lambda\hat Q}{Cv}\frac{A}{1-A}. \tag{23}$$

Fourier's law gives $\hat T_F=\hat Q/(k\kappa^2)$. With $k=Cv\Lambda/3$ this is $(\Lambda\hat Q/Cv)(3/y^2)$. Subtraction gives

$$\hat T_e-\hat T_F=\frac{\Lambda\hat Q}{Cv}\left[\frac{A}{1-A}-\frac{3}{y^2}\right]. \tag{24}$$

The singular parts at $y=0$ cancel. Using $1-A=(y^2/3)(1-3y^2/5+\cdots)$,

$$\frac{A}{1-A}=\frac{1}{1-A}-1=\frac{3}{y^2}+\frac95-1+O(y^2),$$

so the bracket in (24) tends to $4/5$. For a source much wider than $\Lambda$,

$$T_e-T_F\simeq\frac45\,\frac{\Lambda Q(x)}{Cv}. \tag{25}$$

Here the free constant and linear term are chosen so that both solutions agree far from the source. For a Gaussian source the right side of (24) is smooth and rapidly decreasing in $y$, so the excess falls off faster than any power of distance.

A thin source behaves differently. The bracket falls as $\pi/(2y)$, and a Gaussian layer of standard deviation $\sigma$ cuts this tail off near $y=\Lambda/\sigma$. With $P=\int Q\,dx$, the inverse transform at the centre contains

$$\frac{P}{Cv}\,\frac1\pi\int^{\Lambda/\sigma}\frac{\pi}{2y}\,dy
=\frac{P}{2Cv}\ln\frac{\Lambda}{\sigma}+\text{a term that stays finite}. \tag{26}$$

At fixed $P$ the excess of $T_e$ grows logarithmically as the layer thins, whereas (25) would predict growth as $1/\sigma$.

## A heated layer in silicon

Consider a planar Gaussian layer inside silicon near 300 K, with $\sigma=50$ nm and $P=5.0$ mW/µm². Rough gray parameters are $C=0.93$ MJ/(m³ K), $v=1800$ m/s and $\Lambda=260$ nm. Then

$$k=\frac{(0.93\times10^6)(1800)(260\times10^{-9})}{3}\approx145\ \mathrm{W/(m\,K)}.$$

The natural temperature unit is $P/(Cv)=5.0\times10^9/(1.674\times10^9)=2.99$ K. The peak heating is $Q(0)=P/(\sigma\sqrt{2\pi})=39.9$ mW/µm³.

By symmetry half the heat leaves on each side, so integration of $Q$ gives

$$q(x)=\frac P2\,\mathrm{erf}\!\left(\frac{x}{\sqrt2\,\sigma}\right). \tag{27}$$

Integrating $T_F'=-q/k$ from 0 to $L$ by parts gives

$$T_F(0)-T_F(L)=\frac{P}{2k}\left[L\,\mathrm{erf}\!\left(\frac{L}{\sqrt2\sigma}\right)-\sigma\sqrt{\frac2\pi}\left(1-e^{-L^2/2\sigma^2}\right)\right]. \tag{28}$$

At $L=1000$ nm the error function is practically one and the exponential negligible. The bracket is $1000-39.9=960.1$ nm, and the Fourier rise is 16.54 K.

Equation (24), inverted numerically, adds 2.43 K at the centre and 0.004 K at the reference plane. The transport rise in $T_e$ is therefore $16.54+2.43-0.004\approx18.97$ K, about 15% above the Fourier rise. At the centre (17) gives $T_s-T_e=6.20$ K, more than the excess itself, so the kind of temperature must be stated.

At $x=100$ nm, (27) gives $q=2.386$ mW/µm². Evaluating (5) with the computed gradient of $T_s$ gives the same value to four figures. The ratio $-q/T_e'$ there is 80 W/(m K), and $-q/T_s'$ is 38 W/(m K). Neither is a material constant: both depend on the place and on the heating profile. As a consistency test, the computed $T_e$ and the explicit source were inserted on the right of the transport equation, which was then integrated for $f$ by finite differences. Within eight mean free paths of the centre, the average (15) of this $f$ returned the inserted $T_e$ to within $8.6\times10^{-5}$ K.

At fixed areal power, the central excess is 2.43, 0.470 and 0.0495 K for $\sigma=50$, 500 and 5000 nm. For the widest layer, its ratio to $\Lambda Q(0)/(Cv)$ is 0.799, close to the $4/5$ of (25). For the thinnest, (25) would give $0.8\times6.20\approx5.0$ K, about twice the transport result.

## Real silicon and the limits of the model

The conductivity is near that of pure silicon at room temperature, but $C$ and $v$ are effective values. The full heat capacity is roughly 1.7 MJ/(m³ K), and long-wavelength sound travels several times faster than 1800 m/s. The areal power equals 0.5 MW/cm², far above the rough 100 W/cm² averaged over a busy processor, so it can represent a local hot spot at most. The gray assumption is also severe, since real phonon mean free paths are broadly distributed. As a trial, let two groups with mean free paths of 65 and 1040 nm each carry half of $k$. Keep total $C$ and $k$ fixed, which requires a common speed of 3825 m/s, and let heat enter through relaxation to a common $T_s$. The central excess then becomes 8.4 K instead of 2.4 K. The long-path group also leaves an excess of about 1.6 K at the 1000 nm plane, so the rise over that plane exceeds Fourier's by about 6.8 K. The value depends on how the heat enters: a source shared between the groups in proportion to their heat capacities gives a central excess of about 7.9 K. In a device, hot electrons pass much of their energy first to slow optical phonons, which neither version of the model contains. The gray result is thus an illustration of the mechanism, not a prediction for a silicon device.

A real hot spot also has finite width. For a thin disc of radius $a$, uniformly heated in an unbounded Fourier medium, summing point sources gives on the axis

$$T(z)=\int_0^a\frac{P\,2\pi r\,dr}{4\pi k\sqrt{r^2+z^2}}=\frac{P}{2k}\left(\sqrt{a^2+z^2}-z\right). \tag{29}$$

The drop from 0 to $L$, divided by the drop $PL/(2k)$ for an infinite sheet, is $(a+L-\sqrt{a^2+L^2})/L$. For $a=10$ µm and $L=1000$ nm it is 0.950. For $a\ll L$ it tends to $a/L$, so by Fourier's law a spot of 100 nm radius has only about a tenth of the planar drop at the same areal power. Such a spot is smaller than $\Lambda$, so this ratio shows the strength of sideways spreading but is not a transport result. The planar geometry is a good approximation when the heated region is much wider than the distances examined. At the present areal power, however, (29) puts the centre of the 10 µm disc $Pa/(2k)\approx172$ K above the distant medium, too much for constant parameters near 300 K. A steady spot that wide would need a lower power, and in this linear model all temperature differences scale with $P$.

Other neglected effects and conditions can be estimated for these numbers:

- If $k$ varies roughly as $T^{-1.3}$ and the reference plane is at 300 K, $k$ is 7.7% lower at the hot centre than at that plane. Averaged over the temperature range, this raises the Fourier drop by about half that percentage.
- A surface 1000 nm from the centre would cut off only 0.43% of the kernel weight there, but it can still change the temperature profile strongly. If it is insulating, for example, all the heat must leave on the other side, and (27) no longer holds. Closer to a surface, its reflection or emission must be added to (5).
- The scattering time $\Lambda/v$ is 144 ps, and the diffusion time $L^2C/k$ is 6.4 ns, or about 12 ns with the full heat capacity of silicon. Heating must vary much more slowly than both for the steady result to apply out to $L$. For a thin sheet heated at angular frequency $\omega$, Fourier's law multiplies the steady drop by $(1-e^{-p})/p$ with $p^2=i\omega L^2C/k$, so the error shrinks only as $\sqrt\omega$.
- For a doping of $10^{19}$ cm⁻³ and a rough mobility of 100 cm²/(V s), the Wiedemann–Franz law with the Lorenz number of a metal gives an electronic conductivity of 0.12 W/(m K), about 0.1% of $k$. Carriers at this doping are not strongly degenerate, so this is only an order of magnitude. Dopants also scatter phonons and so lower $k$ itself, an effect not included here.
- The thermal wavelength $hv/(k_BT)$ is 0.29 nm with the effective speed, which is shorter than the silicon lattice allows. With actual sound speeds it is about 1 nm. This is still far below $\sigma$, which supports the particle description for typical thermal phonons.

The $E_3$ kernel also rests on isotropic re-emission. Scattering that favours forward directions, or that conserves the carriers' total momentum, adds an angle-dependent term to (6), so (8), (10) and the law (5) no longer hold as written. The numerical output that follows lists the values used here.

## Numbers as computed

```
Law vs transport sweep, max scaled error: 2.3e-07
Integral of E3 over whole line: 0.666667
Kernel rms range / mean free path: 1.0954
Kernel weight beyond 1 mean free paths: 25.82 %
Kernel weight beyond 3 mean free paths: 2.30 %
Sharp step, scaled flux (width 0.03): 0.2389
Heat capacity C: 0.93 MJ/(m3 K)
Speed v: 1800 m/s
Mean free path: 260 nm
Fourier conductivity k: 145.1 W/(m K)
Sharp-step flux per kelvin, C v/4: 0.4185 mW/(um2 K)
Period 100 nm: y = 16.3363, factor for Ts 0.0102, for Te 0.1104
Period 1000 nm: y = 1.6336, factor for Ts 0.4212, for Te 0.6736
Period 10000 nm: y = 0.1634, factor for Ts 0.9843, for Te 0.9930
Layer standard deviation: 50 nm
Areal power: 5.0 mW/um2
Peak power density: 39.9 mW/um3
Temperature unit P/(C v): 2.987 K
Reference plane distance: 1000 nm
Centre rise over reference, Fourier: 16.54 K
Centre rise over reference, transport Te: 18.97 K
Te excess over Fourier at centre: 2.428 K
Te excess over Fourier at reference: 0.0037 K
Ts - Te at centre: 6.196 K
Example check, Te mismatch: 8.6e-05 K
Probe distance: 100 nm
Flux at probe, energy balance: 2.3862 mW/um2
Flux at probe, E3 law: 2.3863 mW/um2
Apparent k at probe from Te slope: 80.2 W/(m K)
Apparent k at probe from Ts slope: 37.7 W/(m K)
Layer sigma 50 nm: centre Te excess 2.4279 K
Layer sigma 500 nm: centre Te excess 0.4697 K
Layer sigma 5000 nm: centre Te excess 0.0495 K
Wide layer, Te excess / (L Q/(C v)): 0.7994
Two groups, mean free paths: 65 and 1040 nm
Two groups, common speed for same C and k: 3825 m/s
Two groups, centre Te excess: 8.416 K
Assumed k ~ T^-n, n: 1.3; ambient: 300 K
Drop of k at the hot centre: 7.7 %
Disc radius 10 um: Fourier drop / planar drop 0.950
Kernel weight cut by surface at reference distance: 0.43 %
Scattering time: 144 ps
Diffusion time to reference: 6.4 ns
Doped case: 1e+19 cm-3, 100 cm2/(V s)
Electronic k in doped case: 0.117 W/(m K)
Thermal phonon wavelength h v/(kB T): 0.29 nm
```
